# The CH4 to CF4 Carbon 1s Shift from Equivalent Cores

## Problem

An X-ray photon removes a carbon 1s electron from a gas-phase molecule M. Let \(I(M)\) be the ionization energy with the nuclei held where they were in the neutral molecule. The chemical shift from methane to tetrafluoromethane is

\[
S=I(\mathrm{CF_4})-I(\mathrm{CH_4}).
\]

A positive \(S\) means that the core electron is harder to remove from CF4.

All species are tetrahedral. The bond lengths are rough typical values for the neutral molecules: 0.109 nm for C–H and 0.132 nm for C–F. Each ion keeps the bond length of its parent. The total energies below, in hartree, are electronic energies including nuclear repulsion.

| Species | M = CH4 | M = CF4 |
|---|---:|---:|
| Neutral M | −40.206127 | −435.677329 |
| M with C replaced by N, charge +1 | −56.534949 | −451.552942 |
| M with a C 1s hole, charge +1 | −29.525688 | −424.554964 |

The first two rows are restricted Hartree–Fock energies. The third is unrestricted Hartree–Fock, with all orbitals optimized while the hole is kept in carbon 1s. Carbon and nitrogen share one uncontracted s, p, d basis, taken from the carbon cc-pVTZ set; H and F carry cc-pVDZ.

**(a)** Show that, in the equivalent-core approximation, \(S\) is the energy of

\[
\mathrm{CF_4+NH_4^+\longrightarrow NF_4^++CH_4}.
\]

**(b)** Evaluate it from the first two rows.

**(c)** Use the third row to find the error made by replacing the cores.

**(d)** The carbon 1s orbital energies are −304.988 eV in CH4 and −316.078 eV in CF4. How much of the shift comes from electronic relaxation?

## Hints

1. Compare the net charge of a carbon core with one 1s electron to that of a nitrogen core with two.
2. The energy of replacing one core by the other need not be small. Ask what must be true of it in the two molecules for it to drop out of \(S\).
3. Write both ionization energies as final minus initial energy before replacing anything. This fixes which species are products.
4. An orbital energy describes removal of an electron with all other orbitals frozen. The third row of the table lets them readjust.

## Solution

### (a) From two ionizations to one reaction

Mark a carbon 1s hole by a star. By definition,

\[
I(M)=E(M^{*+})-E(M),
\]

so that

\[
S=E(\mathrm{C^*F_4^+})-E(\mathrm{CF_4})
-E(\mathrm{C^*H_4^+})+E(\mathrm{CH_4}). \tag{1}
\]

Now look at the core from outside. For nuclear charge \(Z\) and \(n\) electrons in a spherical 1s orbital \(\varphi\), the electrostatic potential energy of another electron at distance \(r\) is, in atomic units,

\[
V(r)=-\frac{Z}{r}+n\int\frac{|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'.
\]

Beyond the 1s charge cloud, the integral becomes \(1/r\), because a spherical charge acts there as if it sat at its centre. Hence

\[
V(r)\to-\frac{Z-n}{r}.
\]

Core-ionized carbon has \(Z-n=6-1=5\), and nitrogen with a full 1s shell has \(Z-n=7-2=5\). The valence electrons therefore see the same electrostatic potential outside either core.

Inside they do not. For isolated cores, the nitrogen value minus the carbon value is −0.781 hartree at 0.01 nm from the nucleus, but only about \(1.3\times10^{-5}\) hartree at 0.05 nm. The cores are equivalent for electrons that stay outside them, and approximately so for electrons that penetrate.

To keep track of the difference, let \(M_N^+\) be the ion in which nitrogen replaces carbon at the same geometry, and define the core-replacement energy

\[
X(M)=E(M_N^+)-E(M^{*+}). \tag{2}
\]

The numerical output calls this the exchange energy, in the sense of exchanging cores; it is not the Fock exchange energy. Solving (2) for the core-ionized energies gives

\[
E(\mathrm{C^*F_4^+})=E(\mathrm{NF_4^+})-X(\mathrm{CF_4}),
\]
\[
E(\mathrm{C^*H_4^+})=E(\mathrm{NH_4^+})-X(\mathrm{CH_4}).
\]

Insert both into (1). The second energy enters with a minus sign, so its \(X\) returns with a plus sign:

\[
S=\Delta E-\left[X(\mathrm{CF_4})-X(\mathrm{CH_4})\right], \tag{3}
\]
\[
\Delta E=E(\mathrm{NF_4^+})+E(\mathrm{CH_4})
-E(\mathrm{CF_4})-E(\mathrm{NH_4^+}). \tag{4}
\]

Equation (3) is an identity. The equivalent-core approximation sets the bracket to zero, that is, it assumes that replacing the core costs the same in both molecules. Then \(S\simeq\Delta E\).

In (4), the positive terms are products and the negative terms are reactants, which is the stated reaction. It balances: each side has one C, one N, four H and four F atoms, charge +1, and \(42+10=52\) electrons. The core-ionized CF4 has become the product NF4+, while core-ionized CH4 has become the reactant NH4+. Reversing the reaction would reverse the sign of the shift.

There is a useful limit. If the cores were rigid and no valence electron entered them, the valence energy would be the same around either core. \(X(M)\) would then equal the replacement energy of the isolated cores, whatever the ligands. Real molecules need not reach this limit for the approximation to work: (3) requires equal \(X\), not \(X\) equal to its isolated-core value.

### (b) The reaction energy

Group the energies by molecule, so that each difference describes replacing neutral carbon by the nitrogen ion:

\[
E(\mathrm{NF_4^+})-E(\mathrm{CF_4})
=-451.552942+435.677329=-15.875613,
\]
\[
E(\mathrm{NH_4^+})-E(\mathrm{CH_4})
=-56.534949+40.206127=-16.328822,
\]

both in hartree. Subtracting the second from the first,

\[
\Delta E=-15.875613+16.328822=0.453209\ \text{hartree}=12.33\ \text{eV}.
\]

The shift is positive: at this level the carbon core electron is about 12.3 eV harder to remove from CF4. The total energies must be kept to many digits because a difference of less than half a hartree is being taken between energies of hundreds of hartree. Those digits control the subtraction; they do not measure the accuracy of Hartree–Fock.

The geometry matters to the meaning of this number. It is not a reaction enthalpy, which would involve relaxed ions, zero-point vibration and thermal energy. Here NH4+ and NF4+ are stand-ins for the molecules just after core ionization, before the nuclei move.

### (c) The error of the core replacement

The directly computed ionization energies are 290.630 eV for CH4 and 302.655 eV for CF4. Their difference is

\[
S_{\text{direct}}=302.655-290.630=12.025\ \text{eV}.
\]

In both calculations the hole stays where it was put: the squared overlap of the original 1s orbital with an empty orbital of the ion is 0.9999. Relative to this direct Hartree–Fock shift, the equivalent-core result is too large by

\[
12.332-12.025=0.307\ \text{eV},
\]

or about 2.6%. This error is not converged in the basis. With a larger basis (an uncontracted 13s7p3d1f set on the central atom and def2-TZVPP on the ligands, density-fitted), the reaction energy is 12.29 eV but the direct shift falls to 11.90 eV, so the error grows to about 0.40 eV, or 3.3%. It is best read as 0.3 to 0.4 eV.

The replacement energies show how this comes about. From (2),

\[
X(\mathrm{CH_4})=-56.534949+29.525688=-27.00926\ \text{hartree},
\]
\[
X(\mathrm{CF_4})=-451.552942+424.554964=-26.99798\ \text{hartree}.
\]

They differ by 0.0113 hartree, which is the 0.307 eV error. The same replacement between isolated cores gives −26.73498 hartree. The molecular values lie below it by 0.2743 hartree in CH4 and 0.2630 hartree in CF4. The surroundings thus change \(X\) appreciably, but by nearly the same amount in both molecules, and most of the change cancels.

The lower molecular values have the sign expected from valence electrons entering the region where nitrogen attracts them more strongly. Penetration is not the only contribution: valence electrons exchange with two 1s electrons in nitrogen but with only one in core-ionized carbon, and core polarization also enters \(X\). A first-order estimate in the larger basis, using the isolated cores and the valence orbitals of the nitrogen ions, gives about −0.18 hartree from penetration and −0.09 to −0.10 hartree from exchange. Between the two molecules the exchange term differs by 0.006 hartree and the penetration term by only 0.003 hartree, so the larger term is not the one that differs most. By (3), the error for a pair of molecules depends only on the difference in their total \(X\); differences in the separate contributions can add or cancel.

### (d) Frozen orbitals and relaxation

In restricted Hartree–Fock, the 1s orbital energy \(\varepsilon_{1s}\) contains the kinetic energy of one 1s electron, its attraction to the nuclei, and its Coulomb and exchange interactions with all the other electrons. Removing that electron while freezing the other orbitals removes precisely these terms, so it costs \(-\varepsilon_{1s}\). The frozen-orbital shift, from the unrounded orbital energies, is

\[
S_{\text{frozen}}=-\varepsilon_{1s}(\mathrm{CF_4})+\varepsilon_{1s}(\mathrm{CH_4})=11.089\ \text{eV}.
\]

The remaining electrons then contract towards the hole and lower the energy of the ion. Define this lowering as

\[
R(M)=-\varepsilon_{1s}(M)-I(M).
\]

It is 14.359 eV in CH4 and 13.423 eV in CF4. Since \(I=-\varepsilon_{1s}-R\),

\[
S_{\text{direct}}=S_{\text{frozen}}-[R(\mathrm{CF_4})-R(\mathrm{CH_4})]
=11.089-(13.423-14.359)=12.025\ \text{eV}.
\]

Relaxation lowers both ionization energies, yet it increases the shift by 0.936 eV, because CF4 gains less from it than CH4. In the larger basis of (c), the frozen shift is 10.98 eV and the relaxation contribution 0.92 eV, with the same order of the two \(R\) values. One might have expected the many electrons of fluorine to give CF4 the larger relaxation energy; these calculations show the opposite order.

The reaction energy includes relaxation because the orbitals of NF4+ and NH4+ are optimized around the nitrogen core. The frozen-orbital shift leaves it out.

### What the number leaves out

The core replacement is one source of error; the Hartree–Fock description of the reaction is another. With the geometries unchanged, density-fitted Hartree–Fock in the def2-TZVP basis gives 12.289 eV, a change of −0.043 eV. Adding second-order Møller–Plesset (MP2) correlation in that basis changes the reaction energy by a further −0.568 eV:

\[
12.289-0.568=11.721\ \text{eV}.
\]

Correlation is thus a larger correction than the core-replacement error. If that error, found at Hartree–Fock level, is assumed to carry over, subtracting 0.307 eV gives an estimate of 11.4 eV. Neither term is converged: in the larger basis of (c) the MP2 change is −0.69 eV and the error 0.40 eV, which moves the estimate to 11.2 eV. This is not a correlated core-hole calculation.

The measured gas-phase shift is roughly 11 eV. The frozen-orbital value happens to be near it, but it omits both relaxation and correlation, so the agreement does not make it the better theory. The gap between 11.2–11.4 eV and the rough measured value is not assigned here: correlation specific to the core hole, relativity, vibrational structure and the remaining basis error were not computed. In a molecular solid, surrounding molecules also polarize around the hole, and the energy reference differs from that of a free molecule. The size of these effects was not computed either, so the gas-phase number should not be transferred unchanged to a solid.

The chosen C–F length has a modest effect. Lengthening it by 0.001 nm in both CF4 and NF4+, with the C–H length fixed, raises the reaction energy by 0.054 eV in Hartree–Fock/def2-SVP.

## Variation 1: raise the nuclear charge continuously

**Question.** Obtain \(\Delta E\) without subtracting total energies, using the electrostatic potential at the central nucleus.

**Solution.** CF4 and NF4+ both have 42 electrons; CH4 and NH4+ both have 10. At fixed geometry and basis, each neutral therefore turns into its nitrogen analogue when the central charge \(Z\) rises from 6 to 7 with the number of electrons fixed. Intermediate values of \(Z\) are a mathematical path, not real atoms.

Let \(D\) stand for the occupied orbitals, and let \(F[D]\) collect every energy term that does not contain \(Z\). With ligand charges \(Z_L\) at distances \(R_L\) from the centre,

\[
E[D,Z]=F[D]+Z\left(\sum_L\frac{Z_L}{R_L}
-\left\langle\sum_i\frac1{r_i}\right\rangle_D\right).
\]

The Hartree–Fock orbitals make \(E\) stationary, so their change with \(Z\) contributes nothing to the first derivative. The fixed basis adds no term of its own. What remains is the explicit dependence:

\[
\frac{dE}{dZ}=\sum_L\frac{Z_L}{R_L}
-\left\langle\sum_i\frac1{r_i}\right\rangle=\Phi(Z).
\]

This is the potential at the central nucleus due to all other charges. Integrating for both molecules and subtracting gives

\[
\Delta E=\int_6^7\left[\Phi_{\mathrm{CF_4}}(Z)-\Phi_{\mathrm{CH_4}}(Z)\right]dZ.
\]

The bracket is 0.422520, 0.460295 and 0.455816 hartree/e at \(Z=6\), 6.5 and 7. Simpson's rule gives

\[
\Delta E\simeq\frac{0.422520+4(0.460295)+0.455816}{6}
=0.453253\ \text{hartree}.
\]

This differs from the subtraction of total energies by about \(4\times10^{-5}\) hartree. The test checks the reaction energy, not the equivalent-core assumption, since no core-ionized state enters it.

The positive bracket also gives the sign of the shift a physical meaning. The potential at the central nucleus is negative in both molecules but higher (less negative) in CF4, so adding positive charge there lowers the energy by less than in CH4. This potential combines the effects of electrons and ligand nuclei; by itself it does not assign a charge to carbon.

If the electron density did not respond to \(Z\), the bracket would keep its initial value and \(\Delta E\) would be 0.4225 hartree. The response adds 0.84 eV to the reaction energy, similar in sign and size to the 0.936 eV relaxation contribution in (d). The two need not be equal: one process adds a point charge to the nucleus, while the other removes an electron from an orbital of finite size.

The bracket is larger at the midpoint than at either end. Averaging the end values alone would give 0.4392 hartree, which is too low because it misses this curvature.

## Variation 2: let the nitrogen ions relax

**Question.** How would the answer change if NH4+ and NF4+ were given their own equilibrium bond lengths, while both neutrals stayed fixed?

**Solution.** In Hartree–Fock/def2-SVP, the N–H length shrinks from 0.109 to about 0.102 nm and the N–F length from 0.132 to about 0.127 nm, with tetrahedral symmetry retained. Each length is the minimum of a parabola through three computed energies. The energies fall by 0.439 eV for NH4+ and 0.328 eV for NF4+.

NF4+ is a product, so lowering its energy lowers \(\Delta E\). NH4+ is a reactant, so lowering its energy raises \(\Delta E\). The net change is

\[
-0.328+0.439=+0.111\ \text{eV}.
\]

This small difference does not carry over between basis sets: in the larger basis of (c) the lowerings are about 0.52 eV for NH4+ and 0.29 eV for NF4+, a net change of about +0.22 eV. The relaxed reaction energy is therefore roughly 12.4 to 12.5 eV. Two larger lowerings partly cancel here, but the 0.328 eV for NF4+ is not all a response to the new core. At this level neutral CF4 itself prefers a C–F bond near 0.130 nm, so NF4+ starts from a bond that is already stretched. The net change therefore depends on the chosen C–F length.

The relaxed value answers a different question. It approximates the difference between ionization energies that start from the fixed neutral geometries and end at relaxed ions, still without vibrational energy. For adiabatic ionization energies, each neutral would also have to be at its own minimum, found with the same method. The shift \(S\) defined in the problem requires the frozen geometries.

## Calculated quantities

```
C-H bond, rough input: 0.109 nm
C-F bond, rough input: 0.132 nm
E CH4: -40.206127 hartree
E NH4+ at parent geometry: -56.534949 hartree
E core-ionized CH4: -29.525688 hartree
Core ionization energy CH4: 290.630 eV
Frozen-orbital ionization energy CH4: 304.988 eV
Electronic relaxation energy CH4: 14.359 eV
Exchange energy X CH4: -27.009261 hartree
Squared overlap of hole with 1s CH4: 0.99988 (no unit)
E CF4: -435.677329 hartree
E NF4+ at parent geometry: -451.552942 hartree
E core-ionized CF4: -424.554964 hartree
Core ionization energy CF4: 302.655 eV
Frozen-orbital ionization energy CF4: 316.078 eV
Electronic relaxation energy CF4: 13.423 eV
Exchange energy X CF4: -26.997977 hartree
Squared overlap of hole with 1s CF4: 0.99990 (no unit)
Equivalent-core reaction energy: 0.453209 hartree
Equivalent-core shift: 12.332 eV
Direct core-hole shift: 12.025 eV
Frozen-orbital shift: 11.089 eV
Equivalent-core error, reaction minus direct: 0.307 eV
Potential difference CF4-CH4 at Z=6.0: 0.422520 hartree/e
Potential difference CF4-CH4 at Z=6.5: 0.460295 hartree/e
Potential difference CF4-CH4 at Z=7.0: 0.455816 hartree/e
Integrated potential difference: 0.453253 hartree
Integration minus reaction: 0.00117 eV
Isolated-core exchange energy: -26.734976 hartree
N-C* core potential energy at 0.01 nm: -0.780821 hartree
N-C* core potential energy at 0.05 nm: 0.00001294 hartree
Reaction energy HF/def2-TZVP: 12.289 eV
Basis change: -0.043 eV
MP2 correlation change: -0.568 eV
Reaction energy MP2/def2-TZVP: 11.721 eV
Relaxed N-H bond, HF/def2-SVP: 0.1018 nm
Relaxed N-F bond, HF/def2-SVP: 0.1272 nm
NH4+ geometric lowering: 0.439 eV
NF4+ geometric lowering: 0.328 eV
Reaction change if ions relax: 0.111 eV
C-F bond increment for sensitivity: 0.001 nm
Reaction change per that increment: 0.054 eV
```
